# Slater's half-occupation rule and the LDA-1/2 potential correction, part 1

(Sections cited here and not found follow in the second part.)

## 1. Removing an electron: from a rigid orbital to the relaxed atom

A transparent oxide film conducts holes only if electrons can be taken out of its valence states, and the cost of doing so is a difference between two total energies. A band calculation supplies something else: the eigenvalue of an occupied orbital. In the local-density approximation (LDA) the two can lie far apart. For a free boron atom, treated as described below, removing the 2p electron costs 8.32 eV as a total-energy difference, while minus the 2p eigenvalue of the neutral atom is 3.72 eV. Both numbers belong to the same functional. The question is where the difference comes from, and whether an eigenvalue taken at another occupation can supply the missing energy.

### A rigid orbital

Atomic units are used in the algebra. Let one normalized orbital \(\phi\), with density \(\rho=|\phi|^2\), hold \(f\) electrons, where \(0\le f\le1\). All other electrons form a fixed density \(n_c\). For the moment the orbital keeps its shape and the electrons repel through the Hartree energy alone,

\[
E_H[n]=\frac12\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.
\]

Insert \(n=n_c+f\rho\). The two cross terms are equal and cancel the factor one half, so

\[
E_H[n_c+f\rho]=E_H[n_c]+f\int v_H[n_c]\,\rho\,d^3r+\frac{f^2}{2}J,
\]

\[
v_H[n](\mathbf r)=\int\frac{n(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r',\qquad
J=\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.
\]

The kinetic energy and the attraction to the nuclei are linear in \(f\). Collecting all linear terms in a constant \(a\) gives

\[
E(f)=E(0)+af+\frac{J}{2}f^2 .
\]

The orbital energy is the expectation value of the one-electron Hamiltonian. That Hamiltonian contains the Hartree potential of the whole density, including the part \(f\,v_H[\rho]\) made by the orbital itself. Hence

\[
\varepsilon(f)=a+Jf=\frac{dE}{df}.
\]

The removal energy is \(I=E(0)-E(1)=-(a+J/2)\). Three candidate eigenvalues can now be compared:

\[
-\varepsilon(1)=I-\frac J2,\qquad -\varepsilon\!\left(\tfrac12\right)=I,\qquad -\varepsilon(0)=I+\frac J2 .
\]

The middle one agrees with the total-energy difference. The reason is the one met in charging a capacitor: the repulsion felt by the charge grows linearly while the charge is built up, so the work is set by its average, which is its value halfway. The full-occupation eigenvalue counts the final repulsion \(J\) instead of the average \(J/2\).

Limit: if \(J=0\), then \(E\) is a straight line in \(f\) and the three eigenvalues coincide. The choice of occupation matters only through the curvature of \(E(f)\).

### Letting everything relax

In a real calculation the orbitals change with \(f\), and exchange and correlation contribute. The Kohn-Sham energy for orbitals \(\phi_i\) with occupations \(f_i\) is

\[
E=\sum_i f_i\langle\phi_i|{-\tfrac12\nabla^2}+v_{\rm ext}|\phi_i\rangle+E_H[n]+E_{xc}[n],\qquad n=\sum_i f_i|\phi_i|^2 .
\]

Write \(v=v_H+v_{xc}\), where \(v_{xc}=\delta E_{xc}/\delta n\). The self-consistent orbitals obey

\[
H\phi_i=\varepsilon_i\phi_i,\qquad H=-\tfrac12\nabla^2+v_{\rm ext}+v .
\]

Now vary one occupation, \(f\), of the orbital \(\phi\) with eigenvalue \(\varepsilon\), and hold the other occupations fixed. The density changes at the rate

\[
\frac{dn}{df}=|\phi|^2+\sum_i f_i\left(\frac{d\phi_i^*}{df}\phi_i+\phi_i^*\frac{d\phi_i}{df}\right).
\]

By the chain rule, the Hartree and exchange-correlation energies change at the rate \(\int v\,(dn/df)\,d^3r\). Adding the change of the first sum in \(E\), and using the fact that \(H\) is Hermitian, gives

\[
\frac{dE}{df}=\langle\phi|H|\phi\rangle+\sum_i f_i\,2\,{\rm Re}\left\langle\frac{d\phi_i}{df}\Big|H\Big|\phi_i\right\rangle .
\]

In the second term replace \(H\phi_i\) by \(\varepsilon_i\phi_i\):

\[
2\,{\rm Re}\left\langle\frac{d\phi_i}{df}\Big|H\Big|\phi_i\right\rangle
=\varepsilon_i\,\frac{d}{df}\langle\phi_i|\phi_i\rangle=0,
\]

because every orbital stays normalized. What remains is Janak's theorem,

\[
\frac{dE}{df}=\varepsilon(f).
\]

Relaxation has not been neglected. It drops out of the first derivative because the energy is stationary, but it still affects how \(\varepsilon\) varies with \(f\).

For an open atomic shell treated spherically, the \(f\) electrons are spread equally over the degenerate orbitals. Each of six 2p spin-orbitals then holds \(f/6\), and summing six derivatives, each multiplied by \(1/6\), again gives \(\varepsilon(f)\). At \(f=0\) the orbital is empty but still defined, as the lowest p state in the potential of the ion.

Limit: for electrons that do not interact, \(v=0\) at every \(f\). Then \(H\) and \(\varepsilon\) do not depend on \(f\), and the straight line of the rigid case with \(J=0\) returns.

### Why the midpoint is special

Integrating Janak's theorem gives

\[
E(1)-E(0)=\int_0^1\varepsilon(f)\,df .
\]

This needs a continuous \(E(f)\), but no assumption about its shape. To see what one eigenvalue can do, expand \(E\) about \(f=\frac12\), with all derivatives taken there:

\[
E\!\left(\tfrac12\pm\tfrac12\right)=E\pm\frac{E'}{2}+\frac{E''}{8}\pm\frac{E'''}{48}+\frac{E''''}{384}\pm\frac{E^{(5)}}{3840}+\dots
\]

On subtraction the terms of even order cancel and those of odd order double. Since \(E'=\varepsilon\),

\[
E(1)-E(0)=\varepsilon\!\left(\tfrac12\right)+\frac{\varepsilon''(\frac12)}{24}+\frac{\varepsilon''''(\frac12)}{1920}+\dots
\]

This is the precise sense in which Slater's rule holds through second order: a quadratic \(E(f)\) is reproduced without error, and the first error comes from the cubic term of \(E\), that is, from the curvature of \(\varepsilon(f)\).

For comparison, expand the full-occupation eigenvalue about the same point, \(\varepsilon(1)=\varepsilon+\varepsilon'/2+\varepsilon''/8+\dots\), and subtract the energy difference:

\[
\varepsilon(1)-[E(1)-E(0)]=\frac{\varepsilon'}{2}+\left(\frac18-\frac1{24}\right)\varepsilon''+\dots=\frac{\varepsilon'}{2}+\frac{\varepsilon''}{12}+\dots
\]

Its error begins one order earlier, with the slope \(\varepsilon'\), which was \(J\) in the rigid case.

The series need not converge for the error to be controlled. Define

\[
K(f)=\begin{cases}f^2/2,&0\le f\le\frac12,\\(1-f)^2/2,&\frac12\le f\le1.\end{cases}
\]

Two integrations by parts on each half give

\[
\int_0^{1/2}\frac{f^2}{2}\varepsilon''df=\frac{\varepsilon'(\frac12)}8-\frac{\varepsilon(\frac12)}2+\int_0^{1/2}\varepsilon\,df,
\]

\[
\int_{1/2}^1\frac{(1-f)^2}{2}\varepsilon''df=-\frac{\varepsilon'(\frac12)}8-\frac{\varepsilon(\frac12)}2+\int_{1/2}^1\varepsilon\,df .
\]

Add them. The slopes cancel, and

\[
E(1)-E(0)-\varepsilon\!\left(\tfrac12\right)=\int_0^1K(f)\,\varepsilon''(f)\,df .
\]

The weight \(K\) is nowhere negative and its integral is \(2\times\frac1{48}=\frac1{24}\). If \(\varepsilon''\) is continuous, the mean-value theorem gives

\[
I=-\varepsilon\!\left(\tfrac12\right)-\frac{\varepsilon''(\xi)}{24},\qquad 0<\xi<1 .
\]

### Two limits of the remainder

First let only \(\delta\) electrons be removed, symmetrically about one half. Replacing the step \(\frac12\) by \(\delta/2\) in the expansion gives

\[
E\!\left(\tfrac{1+\delta}2\right)-E\!\left(\tfrac{1-\delta}2\right)-\delta\,\varepsilon\!\left(\tfrac12\right)=\frac{\delta^3}{24}\varepsilon''\!\left(\tfrac12\right)+O(\delta^5).
\]

The error vanishes as the cube of the charge removed.

Next take a case in which the derivatives are not well behaved. Let a rigid orbital be the only occupied one, and look at its LDA exchange energy alone. It is proportional to \(\int n^{4/3}d^3r\), so it equals \(-Bf^{4/3}\) with \(B>0\). Its contribution to the eigenvalue is \(-\frac43Bf^{1/3}\), whose derivatives diverge at \(f=0\). The midpoint gives

\[
-\frac43B\left(\frac12\right)^{1/3}\approx-1.058\,B
\]

in place of \(-B\), an error of about 6% of this term. The leading formula is less accurate here. With \(\varepsilon''=\frac8{27}Bf^{-5/3}\) it predicts a remainder of \(0.039B\), while the actual one is \(0.058B\). These figures concern one energy term at fixed orbital shape. The midpoint error of the whole removal energy also contains the effect of relaxation and cannot be read from them.

A kink is worse. Suppose \(\varepsilon\) is a constant \(\varepsilon_a\) below some \(f_0<\frac12\) and another constant \(\varepsilon_b\) above it, as could happen if the state changed character during removal. The integral is \(f_0\varepsilon_a+(1-f_0)\varepsilon_b\), the midpoint gives \(\varepsilon_b\), and the error \(f_0(\varepsilon_a-\varepsilon_b)\) is of first order in the jump. The half-occupation rule requires one smooth branch.

### The boron atom

Boron, 1s²2s²2p\(^f\), suits this check because its ion has closed subshells. The calculation is nonrelativistic, spherical and spin-restricted, with Slater exchange and Perdew-Wang correlation. It leaves out spin polarization and the nonspherical shape of the open shell, so its removal energy is a property of this model and is not put forward as the measured ionization energy.

The total energies give

\[
I=-654.089-(-662.412)=8.32\ {\rm eV}\quad(0.3059\ \text{hartree}).
\]

The 2p eigenvalue rises from \(-13.458\) eV at \(f=0\) through \(-8.192\) eV at \(f=\frac12\) to \(-3.717\) eV at \(f=1\). Simpson's rule on its eleven values, spaced by 0.1, uses the sums \(-17.175\) eV for the ends, \(-41.592\) eV for the odd points and \(-33.084\) eV for the inner even points:

\[
\int_0^1\varepsilon\,df\approx\frac{0.1}{3}\left[-17.175+4(-41.592)+2(-33.084)\right]=-8.32\ {\rm eV}.
\]

This agrees with the total-energy difference, as Janak's theorem requires. A separate test compares the finite-difference slope of \(E\) at \(f=\frac12\) with the eigenvalue there; both are \(-8.192\) eV.

The half-occupation estimate is 8.19 eV. It is too small by 0.13 eV, or 1.6% of \(I\). The curvature of the eigenvalue at the midpoint, estimated by a second difference with step 0.1 in \(f\), is \(-3.137\) eV (it tends to \(-3.136\) eV as the step is reduced), so the leading remainder is

\[
\frac{-3.137}{24}=-0.131\ {\rm eV},
\]

in agreement with the actual \(E(1)-E(0)-\varepsilon(\frac12)=-0.131\) eV. For \(\delta=0.4\) the prediction is \(0.4^3(-3.137)/24=-0.00837\) eV, or \(-0.00836\) eV with the small-step curvature, and the energies give \(-0.00837\) eV.

The full-occupation estimate is too small by \(8.324-3.717=4.61\) eV. With the slope \(\varepsilon'(\frac12)=9.786\) eV, its first two error terms are

\[
\frac{9.786}2+\frac{-3.137}{12}=4.893-0.261=4.63\ {\rm eV},
\]

and higher orders account for the remaining \(-0.025\) eV (from the unrounded values). The curve \(\varepsilon(f)\) is thus steep but nearly straight, which is the situation the midpoint handles well. Its negative curvature means that the slope is larger near the ion. A likely cause is that the 2p orbital is more compact there and repels itself more strongly, but orbital sizes were not compared, so this remains a conjecture.

## 2. From the half-occupied atom to a correction for a solid

The symbols carried over are these. The occupation of the orbital \(\phi_f\) is \(f\), with \(f=1\) for the neutral atom; \(\varepsilon(f)\) is its eigenvalue, and \(v(f)\) is the self-consistent Hartree plus exchange-correlation potential. The removal energy is \(I=E(0)-E(1)\), and \(I=-\varepsilon(\frac12)-\varepsilon''(\xi)/24\) on a smooth branch. In the boron model \(I=8.32\) eV, \(-\varepsilon(\frac12)=8.19\) eV and \(-\varepsilon(1)=3.72\) eV.

A solid is normally calculated with full occupation. To use the half-occupation result there, the shift from \(\varepsilon(1)\) to \(\varepsilon(\frac12)\) must be written as the effect of a potential.

### The slope as an expectation value

Let \(H_f=-\frac12\nabla^2+v_{\rm ext}+v(f)\). Differentiate \(\varepsilon=\langle\phi_f|H_f|\phi_f\rangle\). The terms in which the orbital is differentiated add up to \(\varepsilon\,d\langle\phi_f|\phi_f\rangle/df=0\), so

\[
\varepsilon'(f)=\left\langle\phi_f\left|\frac{\partial v(f)}{\partial f}\right|\phi_f\right\rangle .
\]

Here \(\partial v/\partial f\) is the full self-consistent change, including the response of the other electrons. For boron at \(f=\frac12\), the slope of the eigenvalue and this expectation value are both 9.786 eV; they were obtained separately and their agreement is a test.

Limit: if all orbitals are rigid, \(dn/df=\rho=|\phi|^2\), and in LDA

\[
\varepsilon'=J+\int\frac{dv_{xc}}{dn}\,\rho^2\,d^3r .
\]

Without the second term this is the slope \(J\) of the first simple case. The exchange potential is \(-(3n/\pi)^{1/3}\), which falls as \(n\) rises, so exchange reduces the slope.

For the boron model, the half-occupation eigenvalue gives the removal energy to within 0.13 eV, and the slope of the eigenvalue has been written as the expectation value of a change in potential. It remains to treat the finite step from full to half occupation in the same way, and to examine what the resulting potential can and cannot do in a solid.
